# Charge at Conductor Edges: Uniform and Graded Panels in Capacitance Calculations: a program that tests the result

```python
"""Galerkin method of moments for two parallel lines at +V/2 and -V/2.

Result under test: with a constant charge density on each panel, the
capacitance per length C_N is a lower bound, and its error falls as N**(-p),
p = min(2*g*(1-alpha), 3).  Here alpha is the edge exponent of the charge
density (density ~ distance**(-alpha)); g is the grading power of the panel
nodes (g = 1: uniform).  Strip edge: alpha = 1/2; square corner: alpha = 1/3.

Lengths are in nm.  gap: spacing, width and thick: line cross-section,
k_rel: relative permittivity.  The right line is discretized; the left line
enters through its mirror image in the plane x = 0.
Panels are stored as rows: x start, y start, length, vertical flag.
"""
import numpy as np
from scipy import constants, integrate, linalg, sparse, special
from scipy.sparse.linalg import spsolve

gap, width, thick, k_rel = 20.0, 20.0, 40.0, 2.5
eps = k_rel * constants.epsilon_0 * 1e12      # aF/um
inner, outer = gap / 2, gap / 2 + width


def graded_nodes(start, stop, count, g):
    """Nodes of an even number of panels, graded towards both ends."""
    half = count // 2
    u = 0.5 * (np.arange(half + 1) / half) ** g
    length = stop - start
    return np.concatenate([start + length * u,
                           (stop - length * u[:-1])[::-1]])


def make_side(start, stop, fixed, vertical, count, g):
    nodes = graded_nodes(start, stop, count, g)
    moving, still = nodes[:-1], np.full(count, fixed)
    x, y = (still, moving) if vertical else (moving, still)
    return np.array([x, y, np.diff(nodes), np.full(count, float(vertical))])


def parallel_primitive(t, offset):
    """Second antiderivative in t of ln sqrt(t^2 + offset^2)."""
    z = t + 1j * np.abs(offset)
    safe = np.where(z == 0, 1.0, z)
    return (z**2 * (0.5 * np.log(safe) - 0.75)).real


def corner_primitive(x, y):
    """Mixed antiderivative in x and y of ln sqrt(x^2 + y^2)."""
    r2 = x**2 + y**2
    sx, sy = np.where(x == 0, 1.0, x), np.where(y == 0, 1.0, y)
    return 0.5 * (x * y * (np.log(np.where(r2 == 0, 1.0, r2)) - 3)
                  + x**2 * np.arctan(y / sx) + y**2 * np.arctan(x / sy))


def near_mean_log(a, b):
    """Closed-form double panel average of ln(distance), pair by pair."""
    ax, ay, ah, av = a
    bx, by, bh, bv = b
    result = np.empty(ax.size)
    par = av == bv
    t = np.where(av == 1, ay - by, ax - bx)[par]
    d = np.where(av == 1, ax - bx, ay - by)[par]
    p, q = ah[par], bh[par]
    f = parallel_primitive
    result[par] = f(t + p, d) + f(t - q, d) - f(t + p - q, d) - f(t, d)
    per = ~par
    a_flat = av[per] == 0
    dx, dy = (ax - bx)[per], (ay - by)[per]
    x = np.where(a_flat, dx, -dx)
    y = np.where(a_flat, -dy, dy)
    lx = np.where(a_flat, ah[per], bh[per])
    ly = np.where(a_flat, bh[per], ah[per])
    f = corner_primitive
    result[per] = f(x + lx, y + ly) - f(x, y + ly) - f(x + lx, y) + f(x, y)
    return result / (ah * bh)


def mean_log(a, b):
    """Matrix of double panel averages of ln(distance)."""
    ax, ay, ah, av = [v[:, None] for v in a]
    bx, by, bh, bv = [v[None, :] for v in b]
    cx = ax + ah * (1 - av) / 2 - bx - bh * (1 - bv) / 2
    cy = ay + ah * av / 2 - by - bh * bv / 2
    near = np.hypot(cx, cy) < 3 * np.maximum(ah, bh)
    points, weights = np.polynomial.legendre.leggauss(6)
    points, weights = (points + 1) / 2, weights / 2
    total = np.zeros(near.shape)
    for u, wu in zip(points, weights):
        px, py = ax + u * ah * (1 - av), ay + u * ah * av
        for v, wv in zip(points, weights):
            r2 = ((px - bx - v * bh * (1 - bv))**2
                  + (py - by - v * bh * bv)**2)
            total += 0.5 * wu * wv * np.log(np.where(near, 1.0, r2))
    i, j = np.nonzero(near)
    if i.size:
        total[i, j] = near_mean_log(a[:, i], b[:, j])
    return total


def solve_charges(panels):
    """Panel charges in units of eps*V/2; C/eps is half their sum."""
    image = panels.copy()
    image[0] = -panels[0] - panels[2] * (1 - panels[3])
    kernel = (mean_log(panels, image) - mean_log(panels, panels))
    kernel = (kernel + kernel.T) / (4 * np.pi)
    return linalg.solve(kernel, np.ones(panels.shape[1]), assume_a='pos')


def strip(count, g):
    panels = make_side(inner, outer, 0.0, False, count, g)
    return panels, solve_charges(panels)


def rectangle(count, g):
    h = thick / 2
    panels = np.hstack([make_side(-h, h, inner, True, count, g),
                        make_side(-h, h, outer, True, count, g),
                        make_side(inner, outer, -h, False, count, g),
                        make_side(inner, outer, h, False, count, g)])
    return panels, solve_charges(panels)


def finite_element_bound(m, box=4000.0):
    """Upper bound of C/eps from the field energy of a trial potential."""
    u = np.arange(m + 1) / m
    far = (np.arange(1, 5 * m + 1) / (5 * m))**4
    to_edge = 1 - (1 - u)**2
    x = np.concatenate([inner * to_edge,
                        graded_nodes(inner, outer, 2 * m, 2)[1:],
                        outer + (box - outer) * far])
    y = np.concatenate([thick / 2 * to_edge,
                        thick / 2 + (box - thick / 2) * far])

    def line_matrices(nodes):
        h = np.diff(nodes)
        left, right = np.append(h, 0), np.append(0, h)
        inv_l, inv_r = np.append(1 / h, 0), np.append(0, 1 / h)
        stiff = sparse.diags([-1 / h, inv_l + inv_r, -1 / h], [-1, 0, 1])
        mass = sparse.diags([h / 6, (left + right) / 3, h / 6], [-1, 0, 1])
        return stiff, mass

    sx, mx = line_matrices(x)
    sy, my = line_matrices(y)
    energy = (sparse.kron(sx, my) + sparse.kron(mx, sy)).tocsr()
    phi = np.zeros((x.size, y.size))
    fixed = np.zeros(phi.shape, bool)
    fixed[0, :] = fixed[-1, :] = fixed[:, -1] = True
    fixed[m:3 * m + 1, :m + 1] = True
    phi[m:3 * m + 1, :m + 1] = 0.5
    phi, free = phi.ravel(), ~fixed.ravel()
    rhs = -(energy @ phi)[free]
    phi[free] = spsolve(energy[free][:, free].tocsc(), rhs,
                        permc_spec='MMD_AT_PLUS_A')
    return 4 * phi @ (energy @ phi)


# Closed-form panel averages against direct numerical integration.
flat = np.array([[0.0], [0.0], [1.0], [0.0]])
upright = np.array([[0.0], [0.0], [0.5], [1.0]])
shifted = np.array([[0.2], [0.3], [0.7], [0.0]])
direct = integrate.dblquad(lambda y, x: 0.5 * np.log(x*x + y*y),
                           0, 1, 0, 0.5)[0] / 0.5
assert abs(mean_log(flat, upright)[0, 0] - direct) < 1e-6
assert abs(mean_log(upright, flat)[0, 0] - direct) < 1e-6
direct = integrate.dblquad(lambda v, x: 0.5 * np.log((x - v)**2 + 0.09),
                           0, 1, 0.2, 0.9)[0] / 0.7
assert abs(mean_log(flat, shifted)[0, 0] - direct) < 1e-6
direct = integrate.quad(lambda t: 2 * (1 - t) * np.log(t), 0, 1)[0]
assert abs(mean_log(flat, flat)[0, 0] - direct) < 1e-6

print(f"gap {gap:.0f} nm, width {width:.0f} nm, thickness {thick:.0f} nm, "
      f"k_rel {k_rel}")
print(f"permittivity eps = {eps:.5f} aF/um")

# Thin strips: exact capacitance from elliptic integrals.
modulus = inner / outer
K = special.ellipk(modulus**2)
K_prime = special.ellipk(1 - modulus**2)
exact = K_prime / K
print(f"STRIPS modulus {modulus:.6f}, K {K:.6f}, K' {K_prime:.6f}")
print(f"exact C/eps = {exact:.7f}, C = {eps * exact:.5f} aF/um")
counts = [8, 16, 32, 64, 128, 256]
powers = [1, 1.5, 2, 4]
strip_error, strip_data = {}, {}
for g in powers:
    for n in counts:
        strip_data[g, n] = strip(n, g)
        strip_error[g, n] = 1 - strip_data[g, n][1].sum() / 2 / exact
    errors = [strip_error[g, n] for n in counts]
    assert min(errors) > 0 and np.all(np.diff(errors) < 0)
print("relative shortfall of C; columns g = 1, 1.5, 2, 4")
for n in counts:
    print(f"N = {n:3d}: " + "  ".join(f"{strip_error[g, n]:.3e}"
                                      for g in powers))
for g in powers:
    order = np.log2(strip_error[g, 128] / strip_error[g, 256])
    predicted = min(2 * g * (1 - 0.5), 3)
    print(f"g = {g}: observed order {order:.3f}, predicted {predicted:.3f}")
    assert abs(order - predicted) < 0.15
print("N = 32, shortfall against g:")
for g in [1, 2, 3, 4, 6]:
    _, q = strip(32, g)
    print(f"  g = {g}: {1 - q.sum() / 2 / exact:.3e}")
equivalent = 256 * strip_error[1, 256] / strip_error[4, 32]
print(f"uniform N matching g=4, N=32 (1/N extrapolation): {equivalent:.0f}")


def exact_first_charge(h):
    """Exact charge within h of the inner edge, in units of eps*V/2."""
    def integrand(u):
        x = inner + u * u
        return 2 / np.sqrt((2 * inner + u * u) * (outer**2 - x * x))
    return 2 * outer / K * integrate.quad(integrand, 0, np.sqrt(h),
                                          epsabs=0)[0]


for g in [1, 4]:
    ratio = {}
    for n in [64, 256]:
        panels, q = strip_data[g, n]
        ratio[n] = q[0] / exact_first_charge(panels[2, 0])
        print(f"g = {g}, N = {n}: first panel {panels[2, 0]:.3e} nm, "
              f"charge/exact {ratio[n]:.5f}, share {q[0] / q.sum():.3e}")
    assert abs(ratio[256] - 1) > 1e-3
    assert abs(ratio[64] - ratio[256]) < 0.3 * abs(ratio[256] - 1)

# Rectangular lines: orders from successive differences.
side_counts = [8, 16, 32, 64, 128]
rect = {}
for g in [1, 3]:
    for n in side_counts:
        panels, q = rectangle(n, g)
        rect[g, n] = q.sum() / 2
    assert np.all(np.diff([rect[g, n] for n in side_counts]) > 0)
print("RECTANGULAR LINES C in aF/um; columns uniform, g = 3")
for n in side_counts:
    print(f"panels per side {n:3d}: {eps * rect[1, n]:.5f}  "
          f"{eps * rect[3, n]:.5f}")
for g in [1, 3]:
    order = np.log2((rect[g, 64] - rect[g, 32])
                    / (rect[g, 128] - rect[g, 64]))
    predicted = min(2 * g * (1 - 1 / 3), 3)
    print(f"g = {g}: observed order {order:.3f}, predicted {predicted:.3f}")
    assert abs(order - predicted) < 0.2
best = rect[3, 128]
remaining = (best - rect[3, 64]) / 7 / best
print(f"estimated relative error of best graded value: {remaining:.1e}")
print(f"uniform, 128 per side, below best: {1 - rect[1, 128] / best:.3e}")
print(f"graded, 16 per side, below best: {1 - rect[3, 16] / best:.3e}")

# The last solution is the finest graded one; its first side faces the gap.
density = q[:128] / panels[2, :128]
distance = panels[1, :128] + panels[2, :128] / 2 + thick / 2
slope = np.log(density[10] / density[5]) / np.log(distance[10] / distance[5])
print(f"corner density exponent: {slope:.4f} (wedge value {-1 / 3:.4f})")
assert abs(slope + 1 / 3) < 0.03
shares = q.reshape(4, 128).sum(axis=1) / q.sum()
print("charge shares gap side, far side, bottom, top: "
      + ", ".join(f"{s:.4f}" for s in shares))
print(f"parallel-plate estimate: {eps * thick / gap:.4f} aF/um")

coarse, fine = finite_element_bound(15), finite_element_bound(30)
extrapolated = (4 * fine - coarse) / 3
print(f"finite-element upper bounds: {eps * coarse:.4f}, "
      f"{eps * fine:.4f} aF/um")
print(f"their extrapolation: {eps * extrapolated:.4f} aF/um")
assert coarse > fine > best
assert fine / best - 1 < 0.01
assert abs(extrapolated / best - 1) < 2e-3
print("OK")
```

Printed output:

```
gap 20 nm, width 20 nm, thickness 40 nm, k_rel 2.5
permittivity eps = 22.13547 aF/um
STRIPS modulus 0.333333, K 1.617387, K' 2.528626
exact C/eps = 1.5634019, C = 34.60664 aF/um
relative shortfall of C; columns g = 1, 1.5, 2, 4
N =   8: 1.636e-02  8.269e-03  4.292e-03  1.405e-03
N =  16: 8.240e-03  2.942e-03  1.092e-03  1.852e-04
N =  32: 4.132e-03  1.043e-03  2.754e-04  2.403e-05
N =  64: 2.069e-03  3.689e-04  6.914e-05  3.068e-06
N = 128: 1.035e-03  1.305e-04  1.732e-05  3.879e-07
N = 256: 5.177e-04  4.613e-05  4.335e-06  4.877e-08
g = 1: observed order 1.000, predicted 1.000
g = 1.5: observed order 1.500, predicted 1.500
g = 2: observed order 1.999, predicted 2.000
g = 4: observed order 2.992, predicted 3.000
N = 32, shortfall against g:
  g = 1: 4.132e-03
  g = 2: 2.754e-04
  g = 3: 3.779e-05
  g = 4: 2.403e-05
  g = 6: 3.906e-05
uniform N matching g=4, N=32 (1/N extrapolation): 5516
g = 1, N = 64: first panel 3.125e-01 nm, charge/exact 1.02072, share 1.071e-01
g = 1, N = 256: first panel 7.812e-02 nm, charge/exact 1.02162, share 5.358e-02
g = 4, N = 64: first panel 9.537e-06 nm, charge/exact 1.22913, share 7.120e-04
g = 4, N = 256: first panel 3.725e-08 nm, charge/exact 1.22914, share 4.450e-05
RECTANGULAR LINES C in aF/um; columns uniform, g = 3
panels per side   8: 85.57896  85.76045
panels per side  16: 85.69330  85.77296
panels per side  32: 85.74164  85.77455
panels per side  64: 85.76146  85.77475
panels per side 128: 85.76945  85.77477
g = 1: observed order 1.309, predicted 1.333
g = 3: observed order 2.983, predicted 3.000
estimated relative error of best graded value: 4.3e-08
uniform, 128 per side, below best: 6.204e-05
graded, 16 per side, below best: 2.119e-05
corner density exponent: -0.3270 (wedge value -0.3333)
charge shares gap side, far side, bottom, top: 0.5678, 0.1261, 0.1530, 0.1530
parallel-plate estimate: 44.2709 aF/um
finite-element upper bounds: 85.8248, 85.7893 aF/um
their extrapolation: 85.7774 aF/um
OK
```
